**Intracule density of two independent 1s electrons**

For two electrons in the same 1s orbital with exponent Z, the density of the separation vector **u** = **r**₁ − **r**₂ is h(u) = Z³/(24π) · (3 + 6Zu + 4Z²u²) · exp(−2Zu), in atomic units and normalized to one pair. It gives the mean separation 35/(16Z), the mean square separation 6/Z² and the contact value Z³/(8π). The program asserts that h(u) agrees with direct spatial quadrature of the product of the two densities, at three separations for each of two exponents. It asserts the moments ⟨uⁿ⟩ from n = −1 to 4 against averages over both electron positions that do not use h(u). Further assertions cover the two-centre coordinates, the contact integral, the curvature at short distance, the most probable distance and the variational exponent Z − 5/16. For the K shell of Li without the outer electron, the output shows a mean separation of 0.729 bohr without repulsion and 0.814 bohr with the screened exponent 2.6875. The contact value falls from 1.074 to 0.772 bohr⁻³.

## Check in Python

```python
"""
Intracule density of two independent 1s electrons (atomic units).

Each electron has density rho(r) = Z^3/pi exp(-2 Z r). The density of the
vector separation u = r1 - r2, normalized to one pair, is claimed to be
    h(u) = Z^3/(24 pi) (3 + 6 Z u + 4 Z^2 u^2) exp(-2 Z u)
with moments
    <u^n> = (n+2)! (n+4) (n+6) / (48 (2Z)^n),   integer n >= -1,
so <u> = 35/(16 Z), <u^2> = 6/Z^2 and h(0) = Z^3/(8 pi).
Z is the orbital exponent, equal to the nuclear charge without screening.
The definition is integrated numerically and compared with these formulas.
"""
import math
import numpy as np
import sympy as sp
from scipy.integrate import quad
from scipy.optimize import minimize_scalar
from scipy.constants import physical_constants


def density(r, Z):
    return Z**3 / math.pi * math.exp(-2 * Z * r)


def intracule_formula(u, Z):
    poly = 3 + 6 * Z * u + 4 * (Z * u)**2
    return Z**3 / (24 * math.pi) * poly * math.exp(-2 * Z * u)


def moment_formula(n, Z):
    return math.factorial(n + 2) * (n + 4) * (n + 6) / (48 * (2 * Z)**n)


def intracule_definition(u, Z):
    """Spatial integral of rho(r) rho(|r+u|) in spherical coordinates.
    The cosine of the polar angle is written as 2 p^2 - 1."""
    def shell(r):
        def angular(p):
            distance = math.sqrt((r - u)**2 + 4 * r * u * p * p)
            return 4 * p * density(distance, Z)
        inner = quad(angular, 0, 1, epsabs=0, epsrel=1e-10, limit=200)[0]
        return 2 * math.pi * r * r * density(r, Z) * inner
    near = quad(shell, 0, u, epsabs=0, epsrel=1e-9, limit=200)[0]
    far = quad(shell, u, u + 15 / Z, epsabs=0, epsrel=1e-9, limit=200)[0]
    return near + far


# Grids for the average over both positions: outer radius r1, ratio t = r2/r1
# below one (doubled by symmetry), and cosine of the mutual angle 1 - 2 s^2.
lag_y, lag_w = np.polynomial.laguerre.laggauss(12)
leg_x, leg_w = np.polynomial.legendre.leggauss(120)
unit_x, unit_w = (leg_x + 1) / 2, leg_w / 2
t_grid, s_grid = unit_x[:, None], unit_x[None, :]
relative_distance = np.sqrt((1 - t_grid)**2 + 4 * t_grid * s_grid**2)


def moment_definition(n, Z):
    """Average of |r1-r2|^n over the two-electron density, without h(u)."""
    angle = np.sum(unit_w * 2 * s_grid * relative_distance**n, axis=1)
    scale = 2 * Z * (1 + unit_x)
    radial = np.sum(lag_w * lag_y**(5 + n)) / scale**(6 + n)
    prefactor = 2 * (4 * math.pi)**2 * (Z**3 / math.pi)**2
    return prefactor * np.sum(unit_w * unit_x**2 * radial * angle)


def close(a, b, rel):
    return abs(a - b) <= rel * abs(b)


# Two-centre coordinates: distances to the foci and volume element.
xi, eta, sep = sp.symbols("xi eta sep", positive=True)
axis_distance = sep / 2 * sp.sqrt((xi**2 - 1) * (1 - eta**2))
height = sep * xi * eta / 2
jacobian = sp.Matrix([axis_distance, height]).jacobian([xi, eta]).det()
for point in ({xi: 1.4, eta: 0.3, sep: 0.9}, {xi: 2.7, eta: 0.8, sep: 1.6}):
    volume = abs(float((jacobian * axis_distance).subs(point)))
    claimed = float(((sep / 2)**3 * (xi**2 - eta**2)).subs(point))
    assert close(volume, claimed, 1e-10)
    for sign in (1, -1):
        focus = sp.sqrt(axis_distance**2 + (height + sign * sep / 2)**2)
        expected = sep / 2 * (xi + sign * eta)
        assert close(float(focus.subs(point)),
                     float(expected.subs(point)), 1e-10)

# Intracule, contact value and moments, for two exponents.
Z_nuc = 3.0
separations = (0.3, 0.7, 1.5)
direct_values = {}
for Z in (Z_nuc, 1.7):
    for u in separations:
        direct = intracule_definition(u, Z)
        direct_values[(Z, u)] = direct
        assert close(direct, intracule_formula(u, Z), 1e-7)
    contact = quad(lambda r: 4 * math.pi * r**2 * density(r, Z)**2,
                   0, 15 / Z, epsabs=0, epsrel=1e-11)[0]
    assert close(contact, Z**3 / (8 * math.pi), 1e-9)
    assert close(intracule_formula(0, Z), contact, 1e-9)
    for n in range(-1, 5):
        assert close(moment_definition(n, Z), moment_formula(n, Z), 1e-6)
    assert close(moment_definition(1, Z), 35 / (16 * Z), 1e-6)
    assert close(moment_definition(2, Z), 6 / Z**2, 1e-6)
    assert close(moment_definition(-1, Z), 5 * Z / 8, 1e-6)
    r_square = quad(lambda r: 4 * math.pi * r**4 * density(r, Z),
                    0, 25 / Z, epsabs=0, epsrel=1e-11)[0]
    assert close(2 * r_square, moment_definition(2, Z), 1e-6)

# Short-distance behaviour from the defining integral. The next term of the
# series changes the curvature by about 0.3 percent at this separation.
small_u = 0.05 / Z_nuc
contact_li = Z_nuc**3 / (8 * math.pi)
drop = 1 - intracule_definition(small_u, Z_nuc) / contact_li
curvature = drop / (Z_nuc * small_u)**2
assert close(curvature, 2 / 3, 0.01)

# Most probable distance: cubic root against a direct maximum search.
roots = np.roots([1, -1, -6, -6])
x_peak = max(r.real for r in roots if abs(r.imag) < 1e-9)
search = minimize_scalar(lambda u: -u * u * intracule_definition(u, Z_nuc),
                         bounds=(0.3, 0.9), method="bounded",
                         options={"xatol": 1e-6})
assert close(search.x, x_peak / (2 * Z_nuc), 1e-4)


# Mean energy with repulsion, every part integrated from the orbital.
def mean_energy(zeta):
    cut = 20 / zeta
    kinetic = quad(lambda r: 2 * math.pi * r**2 * zeta**2 * density(r, zeta),
                   0, cut, epsabs=0, epsrel=1e-11)[0]
    attraction = quad(lambda r: -4 * math.pi * Z_nuc * r * density(r, zeta),
                      0, cut, epsabs=0, epsrel=1e-11)[0]
    return 2 * (kinetic + attraction) + moment_definition(-1, zeta)


for trial in (2.0, 3.3):
    formula = trial**2 - 2 * Z_nuc * trial + 5 * trial / 8
    assert close(mean_energy(trial), formula, 1e-6)
best = minimize_scalar(mean_energy, bounds=(1.5, 4.0), method="bounded",
                       options={"xatol": 1e-7})
zeta_best = Z_nuc - 5 / 16
assert close(best.x, zeta_best, 1e-5)
assert close(best.fun, -zeta_best**2, 1e-6)

# Worked example: K shell of Li with the outer electron left out.
bohr_pm = physical_constants["Bohr radius"][0] * 1e12
print(f"Nuclear charge Z of Li: {Z_nuc:.0f}")
print(f"Bohr radius: {bohr_pm:.4f} pm")
print("h(u) in bohr^-3 for exponent 3: direct integral, formula")
for u in separations:
    print(f"  u = {u:.1f} bohr: {direct_values[(Z_nuc, u)]:.6f}, "
          f"{intracule_formula(u, Z_nuc):.6f}")
print(f"Small-u test separation: {small_u:.5f} bohr")
print(f"Coefficient of -(Zu)^2 in h(u)/h(0), direct: {curvature:.4f}")
print(f"Peak position x = 2Zu from cubic: {x_peak:.5f}")
print(f"Peak distance by direct search, exponent 3: {search.x:.5f} bohr")

for label, Z in (("independent", Z_nuc), ("screened", zeta_best)):
    mean = moment_definition(1, Z)
    square = moment_definition(2, Z)
    print(f"[{label}] exponent: {Z:.4f} bohr^-1")
    print(f"  contact value h(0): {intracule_formula(0, Z):.5f} bohr^-3")
    print(f"  mean separation: {mean:.5f} bohr = {mean * bohr_pm:.2f} pm")
    print(f"  mean square separation: {square:.5f} bohr^2")
    print(f"  root mean square separation: {math.sqrt(square):.5f} bohr")
    print(f"  standard deviation: {math.sqrt(square - mean**2):.5f} bohr")
    print(f"  most probable distance: {x_peak / (2 * Z):.5f} bohr")
    print(f"  mean inverse separation: {moment_definition(-1, Z):.5f} bohr^-1")

print(f"Exponent at numerical energy minimum: {best.x:.5f} bohr^-1")
print(f"Mean energy at exponent 3: {mean_energy(Z_nuc):.5f} hartree")
print(f"Mean energy at minimum: {best.fun:.5f} hartree")
ratio_mean = moment_definition(1, zeta_best) / moment_definition(1, Z_nuc)
ratio_contact = intracule_formula(0, zeta_best) / intracule_formula(0, Z_nuc)
print(f"Mean separation, screened/independent: {ratio_mean:.4f}")
print(f"Contact value, screened/independent: {ratio_contact:.4f}")
print("every check passed")
```

Printed output:

```
Nuclear charge Z of Li: 3
Bohr radius: 52.9177 pm
h(u) in bohr^-3 for exponent 3: direct integral, formula
  u = 0.3 bohr: 0.689010, 0.689010
  u = 0.7 bohr: 0.178495, 0.178495
  u = 1.5 bohr: 0.004905, 0.004905
Small-u test separation: 0.01667 bohr
Coefficient of -(Zu)^2 in h(u)/h(0), direct: 0.6651
Peak position x = 2Zu from cubic: 3.33691
Peak distance by direct search, exponent 3: 0.55615 bohr
[independent] exponent: 3.0000 bohr^-1
  contact value h(0): 1.07430 bohr^-3
  mean separation: 0.72917 bohr = 38.59 pm
  mean square separation: 0.66667 bohr^2
  root mean square separation: 0.81650 bohr
  standard deviation: 0.36740 bohr
  most probable distance: 0.55615 bohr
  mean inverse separation: 1.87500 bohr^-1
[screened] exponent: 2.6875 bohr^-1
  contact value h(0): 0.77233 bohr^-3
  mean separation: 0.81395 bohr = 43.07 pm
  mean square separation: 0.83072 bohr^2
  root mean square separation: 0.91144 bohr
  standard deviation: 0.41012 bohr
  most probable distance: 0.62082 bohr
  mean inverse separation: 1.67969 bohr^-1
Exponent at numerical energy minimum: 2.68750 bohr^-1
Mean energy at exponent 3: -7.12500 hartree
Mean energy at minimum: -7.22266 hartree
Mean separation, screened/independent: 1.1163
Contact value, screened/independent: 0.7189
every check passed
```
